# Mott-Schwinger and Foldy scattering of a neutral Pauli moment

## 1. What symmetry and dimensions allow

A neutral spin-1/2 particle of mass \(m\) and magnetic moment \(\mu\boldsymbol\sigma\) meets a fixed point charge \(Ze\), with \(e>0\). Its wave vector turns from \(\mathbf k\) to \(\mathbf k'\) through the angle \(\theta\), with \(|\mathbf k'|=|\mathbf k|=k\). I use SI units and seek the amplitude to first order in \(\mu\).

The amplitude is a \(2\times2\) matrix, so it is a number plus \(\boldsymbol\sigma\) dotted into a vector. Parity reverses \(\mathbf k\) and \(\mathbf k'\) but not \(\boldsymbol\sigma\), which leaves the normal to the scattering plane as the only possible vector:
\[
f=A+iB\,\boldsymbol\sigma\cdot\mathbf n,\qquad \mathbf n=\frac{\mathbf k\times\mathbf k'}{|\mathbf k\times\mathbf k'|}.
\]
At first order \(f\) is a matrix element of a Hermitian interaction, so \(f(\mathbf k',\mathbf k)=f(\mathbf k,\mathbf k')^\dagger\). Exchanging the wave vectors reverses \(\mathbf n\), and the adjoint reverses \(i\). Hence \(A\) and \(B\) are real.

Now the scale. The product \((\mu/c)E\) is an energy, and \(E\) is of order \(Ze/(4\pi\varepsilon_0r^2)\). Thus \(\mu e/(4\pi\varepsilon_0c)\) is an energy times a length squared, and division by \(\hbar c\) gives a length:
\[
\ell=\frac{\mu e}{4\pi\varepsilon_0\hbar c^2}.
\]
Therefore \(A\) and \(B\) equal \(Z\ell\) times functions of \(\theta\) and \(\hbar k/mc\). Those functions have to be calculated.

## 2. Simple case: a slow moment

A particle moving with velocity \(\mathbf v\) through a static field \(\mathbf E\) sees, to first order in \(v/c\), the magnetic field \(\mathbf B'=-\mathbf v\times\mathbf E/c^2\). Its energy \(-\mu\boldsymbol\sigma\cdot\mathbf B'\) is, with \(\mathbf v=\mathbf p/m\),
\[
V=\frac{\mu}{c^2}\boldsymbol\sigma\cdot(\mathbf v\times\mathbf E)
=-\frac{\mu}{mc^2}\boldsymbol\sigma\cdot(\mathbf E\times\mathbf p).
\]
Write the wave equation as \((\nabla^2+k^2)\chi=U\chi\), where \(U=2mV/\hbar^2\). The mass cancels. With \(\boldsymbol\epsilon=4\pi\varepsilon_0\mathbf E/e\) and \(\mathbf p=-i\hbar\nabla\),
\[
U=-2\ell\,\boldsymbol\sigma\cdot\big(\boldsymbol\epsilon\times(-i\nabla)\big).
\]

The outgoing Green function of \(\nabla^2+k^2\) is \(-e^{ikr}/(4\pi r)\), so the first Born amplitude is
\[
f=-\frac1{4\pi}\int e^{-i\mathbf k'\cdot\mathbf r}\,U\,e^{i\mathbf k\cdot\mathbf r}\,d^3r .
\]
On the incoming wave \(-i\nabla\) gives \(\mathbf k\). What remains is the transform of \(\boldsymbol\epsilon=-\nabla(Z/r)\) at \(\mathbf q=\mathbf k'-\mathbf k\). The transform of \(1/r\) is \(4\pi/q^2\), understood as the limit of a screened potential, and a gradient becomes \(i\mathbf q\):
\[
\tilde{\boldsymbol\epsilon}=-\frac{4\pi iZ\,\mathbf q}{q^2}.
\]
Since \(\mathbf q\times\mathbf k=\mathbf k'\times\mathbf k=-\mathbf k\times\mathbf k'\),
\[
f=\frac{\ell}{2\pi}\boldsymbol\sigma\cdot(\tilde{\boldsymbol\epsilon}\times\mathbf k)
=\frac{2iZ\ell}{q^2}\,\boldsymbol\sigma\cdot(\mathbf k\times\mathbf k').
\]
Finally \(|\mathbf k\times\mathbf k'|=k^2\sin\theta=2k^2\sin\frac\theta2\cos\frac\theta2\) and \(q^2=4k^2\sin^2\frac\theta2\), so
\[
f=iZ\ell\cot\frac\theta2\;\boldsymbol\sigma\cdot\mathbf n .
\]
This is Mott-Schwinger scattering. It vanishes at \(\theta=\pi\), where the scattering plane is undefined, and grows as \(2/\theta\) near the forward direction, because the field falls off only as \(1/r^2\), so that its transform grows as \(1/q\) with \(q\simeq k\theta\). The result holds for \(\theta\ne0\).

## 3. Generalization: the Dirac equation

The slow-particle argument gives no spin-independent term: it has \(A=0\). To see whether one exists, take the Dirac equation with a Pauli term,
\[
H=\beta mc^2+O,\qquad O=c\,\boldsymbol\alpha\cdot\mathbf p+\frac{i\mu}{c}\,\beta\,\boldsymbol\alpha\cdot\mathbf E .
\]
In a magnetic field the same covariant coupling contributes \(-\mu\beta\boldsymbol\Sigma\cdot\mathbf B\), the energy of a moment at rest. The sign of the electric part will be confirmed by Section 2.

Because \(\beta\) anticommutes with each \(\alpha_i\), it anticommutes with \(O\). The cross terms in \(H^2\) cancel:
\[
H^2=m^2c^4+O^2 .
\]
In \(O^2\) the kinetic part gives \(c^2p^2\). The field part gives \((i\mu/c)^2(\beta\boldsymbol\alpha\cdot\mathbf E)^2=\mu^2E^2/c^2\), since \((\beta\boldsymbol\alpha\cdot\mathbf E)^2=-E^2\). The mixed part is
\[
i\mu\beta\left[-(\boldsymbol\alpha\cdot\mathbf p)(\boldsymbol\alpha\cdot\mathbf E)+(\boldsymbol\alpha\cdot\mathbf E)(\boldsymbol\alpha\cdot\mathbf p)\right].
\]
Use \(\alpha_i\alpha_j=\delta_{ij}+i\varepsilon_{ijk}\Sigma_k\). As operators, \(\mathbf p\cdot\mathbf E=\mathbf E\cdot\mathbf p-i\hbar\,\nabla\cdot\mathbf E\), and \(\mathbf p\times\mathbf E=-\mathbf E\times\mathbf p\) because \(\nabla\times\mathbf E=0\). The bracket becomes
\[
-\mathbf E\cdot\mathbf p+i\hbar\nabla\cdot\mathbf E+i\boldsymbol\Sigma\cdot(\mathbf E\times\mathbf p)+\mathbf E\cdot\mathbf p+i\boldsymbol\Sigma\cdot(\mathbf E\times\mathbf p),
\]
and hence
\[
O^2=c^2p^2-\mu\beta\left[\hbar\nabla\cdot\mathbf E+2\boldsymbol\Sigma\cdot(\mathbf E\times\mathbf p)\right]+\frac{\mu^2E^2}{c^2}.
\]
This identity was tested symbolically on a polynomial field and spinor.

Nothing in \(H^2\) mixes upper and lower components. At total energy \(W\), with \(W^2=m^2c^4+\hbar^2c^2k^2\), set \(\beta=1\) for the upper pair \(\chi\) and divide by \(\hbar^2c^2\). If \(n_c\) is the number density of charge in units of \(e\), then \(\nabla\cdot\mathbf E=en_c/\varepsilon_0\), and
\[
(\nabla^2+k^2)\chi=U\chi,
\]
\[
U=-4\pi\ell n_c-2\ell\,\boldsymbol\sigma\cdot\big(\boldsymbol\epsilon\times(-i\nabla)\big)+\ell^2\epsilon^2 .
\]
No expansion in \(1/m\) was made. The middle term agrees with Section 2 in size and sign; the opposite sign of the electric Pauli term would have reversed it. The first term is new and acts where the charge is.

Far from the charge the lower pair is \(c\hbar\,\boldsymbol\sigma\cdot\mathbf k/(W+mc^2)\) times the upper one, with \(\mathbf k'\) for the outgoing wave. Its relative norm is the same before and after scattering, so the amplitude for \(\chi\) is the Dirac amplitude.

For a point charge \(n_c=Z\delta(\mathbf r)\), and the density term adds \(-(1/4\pi)(-4\pi\ell Z)=Z\ell\). Thus
\[
\boxed{\,f=Z\ell\left[1+i\cot\frac\theta2\;\boldsymbol\sigma\cdot\mathbf n\right]\,}
\]
to first order in \(\mu\). The dependence on \(\hbar k/mc\) that dimensions allowed is absent. "Point" here means a charge whose radius \(R\) is small against \(1/k\) but large against \(|Z\ell|\); Section 8 shows that the formula is not the limit \(R\to0\) of the full equation. The unpolarized cross section of the charge alone is \((Z\ell)^2(1+\cot^2\frac\theta2)=(Z\ell)^2/\sin^2\frac\theta2\); at \(\theta=\pi\) it comes from the contact term alone.

### Test with free spinors

The same amplitude follows without squaring \(H\). Let \(H_0\) be the free Hamiltonian. Since
\[
(W-H_0)^{-1}=(W+H_0)\,[\hbar^2c^2(\nabla^2+k^2)]^{-1},
\]
and \(W+H_0\) is \(2W\) times the positive-energy projector on the outgoing wave,
\[
f=-\frac{W}{2\pi\hbar^2c^2}\,u'^\dagger\,\frac{i\mu}{c}\beta\boldsymbol\alpha\cdot\tilde{\mathbf E}\,u,\qquad \tilde{\mathbf E}=-\frac{iZe}{\varepsilon_0}\frac{\mathbf q}{q^2}.
\]
Normalized spinors have an upper part of squared norm \((W+mc^2)/2W\). The off-diagonal blocks then give
\[
u'^\dagger\beta\boldsymbol\alpha\cdot\mathbf q\,u=\frac{c\hbar}{2W}\,[\boldsymbol\sigma\cdot\mathbf q\,\boldsymbol\sigma\cdot\mathbf k-\boldsymbol\sigma\cdot\mathbf k'\,\boldsymbol\sigma\cdot\mathbf q],
\]
as a matrix between rest spinors. With \(\mathbf q=\mathbf k'-\mathbf k\) the bracket is
\[
2\,\boldsymbol\sigma\cdot\mathbf k'\,\boldsymbol\sigma\cdot\mathbf k-2k^2=-q^2-2i\boldsymbol\sigma\cdot(\mathbf k\times\mathbf k').
\]
The factors \(W\) cancel and the boxed result returns. Explicit four-component matrices confirmed it at momenta of 0.01, 0.8 and 5 times \(mc\).

## 4. Limit of zero energy: the Foldy length

At \(k=0\) the model can be solved beyond first order for a smooth, localized charge. Let \(\Phi\) be the potential with \(\boldsymbol\epsilon=-\nabla\Phi\) and \(\Phi\to Z/r\) far away. Try \(\chi=e^{\ell\Phi}\chi_0\) with a constant spinor \(\chi_0\). Then
\[
\nabla^2\chi=(\ell\nabla^2\Phi+\ell^2|\nabla\Phi|^2)\chi=(-4\pi\ell n_c+\ell^2\epsilon^2)\chi .
\]
The spin-orbit term vanishes because \(\nabla\chi\) is parallel to \(\boldsymbol\epsilon\). This is therefore a solution, and at large \(r\) it is \((1+Z\ell/r)\chi_0\). For a spherical charge this is the s wave, and the coefficient of \(1/r\) is its amplitude. The s-wave amplitude is therefore \(Z\ell\) at zero energy, without corrections of higher order in \(\ell\), as long as no other force acts. The spin term of Section 3 does not depend on \(k\) and remains as \(k\to0\) at fixed angle; it lies in the waves \(l\ge1\) (Section 5), which this solution does not describe.

With the scattering length \(b\) defined as minus this s-wave amplitude, a fixed electron, \(Z=-1\), gives \(b=\ell\). For the neutron \(\mu=\kappa e\hbar/(2m_p)\), where \(m_p\) is the proton mass that defines the nuclear magneton and \(\kappa=-1.913043\). Then
\[
\ell=\frac{\kappa}{2m_pc^2}\frac{e^2}{4\pi\varepsilon_0}
=\frac{-1.913043\times1.439965\ \mathrm{MeV\,fm}}{2\times938.2721\ \mathrm{MeV}},
\]
\[
\boxed{\,\ell=-1.468\times10^{-3}\ \mathrm{fm}=-1.468\times10^{-18}\ \mathrm m\,}
\]
This is a neutron-electron length, and its negative sign means attraction. A nucleus has the opposite charge and contributes \(b=-Z\ell>0\).

The number belongs to the magnetic moment alone. The neutron's intrinsic charge distribution and its polarizability are left out, as is the electron's own magnetic moment. The electron must also be held fixed, as when a heavy atom takes up the recoil, and its charge must be spread over a region large against \(|\ell|\), as in an atomic orbital; for a true point with \(Z\ell>0\) the solution \(e^{Z\ell/r}\) is not normalizable at the origin.

## 5. A second view: partial waves

For the field of a point charge \(\boldsymbol\epsilon\times(-i\nabla)=Z\mathbf L/r^3\), where \(\mathbf L=-i\mathbf r\times\nabla\), so the spin-orbit part is \(U=-2Z\ell\,\boldsymbol\sigma\cdot\mathbf L/r^3\). Expand both plane waves in \(j_l(kr)P_l\). Since
\[
\mathbf L\,P_l(\hat{\mathbf k}\cdot\hat{\mathbf r})=i\,\hat{\mathbf k}\times\hat{\mathbf r}\,P_l'(\hat{\mathbf k}\cdot\hat{\mathbf r}),
\]
and the angular integral with \(P_l(\hat{\mathbf k}'\cdot\hat{\mathbf r})\) replaces \(\hat{\mathbf r}\) by \(\hat{\mathbf k}'\) with a factor \(4\pi/(2l+1)\), the Born amplitude is
\[
f=2iZ\ell\,\boldsymbol\sigma\cdot\mathbf n\sum_{l\ge1}(2l+1)I_l\,\sin\theta\,P_l'(\cos\theta),\quad I_l=\int_0^\infty\frac{j_l^2(x)}{x}dx .
\]

To find \(I_l\), let \(u=xj_l\), which obeys \(u''+u=l(l+1)u/x^2\). Multiply by \(2u'\):
\[
\frac{d}{dx}(u'^2+u^2)=\frac{l(l+1)}{x^2}\frac{d(u^2)}{dx}.
\]
Integrate from 0 to \(\infty\). For \(l\ge1\) the left side is \(1-0\), because \(u\) tends to a unit sine wave. By parts, the right side is \(2l(l+1)\int u^2x^{-3}dx=2l(l+1)I_l\). Hence \(I_l=1/[2l(l+1)]\).

Twice the series must equal \(\cot\frac\theta2\). Project with \(\sin\theta\,P_l'\), using \(\cot\frac\theta2\sin\theta=1+\cos\theta\) and \(x=\cos\theta\):
\[
\int_{-1}^1(1+x)P_l'\,dx=2P_l(1)-\int_{-1}^1P_l\,dx=2 .
\]
The norm is \(\int(1-x^2)P_l'^2dx=l(l+1)\int P_l^2dx=2l(l+1)/(2l+1)\), by parts and Legendre's equation. The coefficient is their ratio, \((2l+1)/[l(l+1)]=2(2l+1)I_l\), as required. Numerical integrals agreed for \(l=1\) to 5.

The first-order phase shift is \(\delta=-k\int Uj_l^2r^2dr\). With \(\boldsymbol\sigma\cdot\mathbf L=l\) for \(j=l+\frac12\) and \(-(l+1)\) for \(j=l-\frac12\),
\[
\delta_{l+1/2}=\frac{kZ\ell}{l+1},\qquad \delta_{l-1/2}=-\frac{kZ\ell}{l}.
\]
They decrease only as \(1/l\), which is the partial-wave form of the forward peak. The s wave has no spin-orbit term at all.

## 6. Screening removes the forward singularity

In a neutral atom the charge is screened. As a model take \(\Phi=Ze^{-r/a}/r\), whose transform is \(4\pi Z/(q^2+a^{-2})\). The transform of \(n_c=-\nabla^2\Phi/4\pi\) is \(q^2/4\pi\) times this, so both terms of \(f\) acquire the same factor
\[
S(q)=\frac{q^2}{q^2+a^{-2}} .
\]
Write the spin term as \(i\eta\,\boldsymbol\sigma\cdot\mathbf n\), with \(\eta=Z\ell S\cot\frac\theta2\). At small angles
\[
|\eta|\simeq\frac{2|Z\ell|\,\theta}{\theta^2+\theta_s^2},\qquad\theta_s=\frac1{ka},
\]
which vanishes at \(\theta=0\) and peaks at \(\theta_s\) with the value \(|Z\ell|ka\).

For the integrated cross section of the spin term alone, \(\sigma_s=\int\eta^2\,d\Omega\), put \(t=\sin^2\frac\theta2\) and \(s=1/(4k^2a^2)\). Then \(d\Omega=4\pi\,dt\), \(\cot^2\frac\theta2=(1-t)/t\) and \(S=t/(t+s)\). With \(w=t+s\),
\[
\sigma_s=4\pi(Z\ell)^2\int_s^{1+s}\left[-1+\frac{1+2s}{w}-\frac{s(1+s)}{w^2}\right]dw .
\]
The last term integrates to \(-s(1+s)[1/s-1/(1+s)]=-1\), so
\[
\sigma_s=4\pi(Z\ell)^2\left[(1+2s)\ln\frac{1+s}{s}-2\right].
\]
As \(a\to\infty\) this diverges logarithmically: a bare charge has no finite total cross section.

## 7. Adding a nuclear force: polarization

Suppose the nucleus also scatters in the s wave, with a complex amplitude \(g\) that includes the nuclear contact term. Since \(\boldsymbol\sigma\cdot\mathbf L\) conserves \(l\) and annihilates \(l=0\), distortion of the s wave does not alter the first-order spin-orbit amplitude. The two simply add, \(f=g+i\eta\,\boldsymbol\sigma\cdot\mathbf n\). The contact term of the electron cloud is neglected beside \(g\).

For an unpolarized beam the outgoing spin state is proportional to
\[
ff^\dagger=|g|^2+\eta^2+i\eta(g^*-g)\,\boldsymbol\sigma\cdot\mathbf n=|g|^2+\eta^2+2\eta\,\mathrm{Im}\,g\;\boldsymbol\sigma\cdot\mathbf n,
\]
so the cross section is \(|g|^2+\eta^2\) and the polarization along \(\mathbf n\) is
\[
P=\frac{2\eta\,\mathrm{Im}\,g}{|g|^2+\eta^2}.
\]
A real \(g\) gives none, because it is a quarter cycle out of phase with the spin term. As \(\eta\) varies, \(|P|\) is largest at \(|\eta|=|g|\), where it equals \(\mathrm{Im}\,g/|g|\). For a bare charge this happens at \(\tan\frac\theta2=|Z\ell|/|g|\).

### Numbers for a model target

Take a neutron with \(k=0.05\ \mathrm{fm^{-1}}\), or 51.8 keV, and round parameters \(Z=80\), \(a=15000\) fm and \(g=2+3i\) fm. An absorbing s wave requires \(\mathrm{Im}\,g\ge k|g|^2\); here \(3\ge0.65\). Then
\[
Z\ell=80\times(-1.468\times10^{-3})=-0.1174\ \mathrm{fm},\qquad|g|=3.606\ \mathrm{fm}.
\]
The best angle follows from \(\tan\frac\theta2=0.1174/3.606=0.0326\), or \(\theta=3.73^\circ\), with \(|P|=3/3.606=0.832\). Screening changes the amplitude there by only 0.04%. The sign of \(P\) is negative: the outgoing spins point mostly against \(\mathbf n\).

| \(\theta\) (deg) | \(\eta\) (fm) | \(P\) |
|---|---|---|
| 0.01 | -22.67 | -0.258 |
| 0.1 | -84.98 | -0.070 |
| 1 | -13.38 | -0.418 |
| 3.731 | -3.604 | -0.832 |
| 10 | -1.342 | -0.544 |
| 90 | -0.117 | -0.054 |

The polarization is not monotonic toward small angles. At 0.1° the spin term far exceeds \(g\), and the interference term \(2\eta\,\mathrm{Im}\,g\), which sets the polarization but not the intensity, is small beside \(|g|^2+\eta^2\). Below \(\theta_s=0.076^\circ\) screening reduces \(\eta\) again, so \(|P|\) rises. The small-angle formula puts a second crossing \(|\eta|=|g|\) near \(\theta=|g|\theta_s^2/(2|Z\ell|)\), about 0.0016°. At still smaller angles \(|P|\) falls to zero together with \(\eta\).

The peak of \(|\eta|\) is \(0.1174\times750=88.1\) fm, but it covers a very small solid angle. The integrated value is \(\sigma_s=2.19\ \mathrm{fm^2}=0.0219\) barn, and about 70% of it comes from angles beyond \(10\theta_s\).

## 8. How far first order holds

Replace the point charge by a uniform sphere of radius \(R=7\) fm. For the p wave, use \(j_1\simeq kr/3\) inside. The spread contact term adds \(Z\ell k^3R^2/15\) to the phase, and the weakened inner field adds \(-\lambda Z\ell k^3R^2/15\), where \(\lambda=\boldsymbol\sigma\cdot\mathbf L\). For \(j=\frac32\), \(\lambda=1\) and they cancel at this order in \(kR\). For \(j=\frac12\), \(\lambda=-2\) and the relative change is \(-k^2R^2/5=-2.45\%\). The first-order phases, in units of \(10^{-3}\) rad, show this. The table covers all space; the numerical output stops the sphere integrals at 4000 fm, which changes them by less than 0.0002 in these units.

| \(j\) | point | sphere | full \(U\) |
|---|---|---|---|
| 3/2 | -2.936 | -2.936 | -2.932 |
| 1/2 | 5.872 | 5.730 | 5.754 |

The last column integrates the radial equation with all of \(U\). Terms beyond first order change these phases by 0.1% and 0.4%. They stay small because \(R\gg|Z\ell|=0.117\) fm. For a much smaller sphere they do not: at the same \(k\) the full \(j=\frac12\) phase is 5.93 for \(R=0.03\) fm but \(-5.84\) for \(R=0.01\) fm, opposite in sign to the point column.

In the s wave the \(\ell^2\epsilon^2\) term taken alone diverges for a point charge. For the sphere at zero energy it gives
\[
-(Z\ell)^2\left[\frac1{5R}+\frac1R\right]=-\frac{6(Z\ell)^2}{5R}=-0.0024\ \mathrm{fm},
\]
2% of \(Z\ell\) in size. By the solution of Section 4 the second iteration of the contact term must cancel it when no nuclear force acts. With a nuclear force the s wave inside the nucleus is changed, and that cancellation is no longer assured; such corrections then belong to \(g\).

The treatment fails when the target recoils appreciably, when nuclear forces act in higher partial waves, or when unpaired electrons or a nuclear spin add magnetic or spin-dependent scattering. The second condition matters for the numbers of Section 7, which illustrate the model and do not predict a real nucleus: at \(kR=0.35\) a hard sphere of radius 7 fm would have a p-wave amplitude \(3\delta/k\) of about 0.8 fm in size, not negligible beside \(|g|=3.6\) fm. The large polarization also rests on the strongly absorbing \(g\) chosen: the same hard sphere has \(g=-\sin(kR)\,e^{-ikR}/k=-6.44+2.35i\) fm, for which the largest \(|P|\) is \(\sin kR=0.34\), near 2°. The remaining values are in the numerical output.

## Computed results

```
neutron moment = -9.662365e-27 J/T
neutron moment / nuclear magneton = -1.913043
e^2/(4 pi eps0) = 1.439965 MeV fm
proton rest energy = 938.2721 MeV
ell = Foldy neutron-electron length = -1.467972e-03 fm
ell = -1.467972e-18 m
largest spinor-Born deviation, Z*ell=1: 2.5e-15
radial integral of j_l^2/x, l=1: 0.25000
radial integral of j_l^2/x, l=2: 0.08333
radial integral of j_l^2/x, l=3: 0.04167
model: Z = 80, R = 7.0 fm, a = 15000 fm, k = 0.05 fm^-1
neutron kinetic energy = 51.80 keV
nuclear amplitude g = 2.0 + 3.0 i fm
|g| = 3.6056 fm
Z*ell = -0.11744 fm
angle(deg)  eta(fm)  polarization  cross section(fm^2/sr)
   0.010   -22.67039   -0.25813     526.9468
   0.100   -84.97906   -0.07048    7234.4402
   1.000   -13.37895   -0.41810     191.9963
   3.731    -3.60404   -0.83205      25.9891
  10.000    -1.34224   -0.54409      14.8016
  90.000    -0.11744   -0.05414      13.0138
angle of largest |P|, bare charge = 3.7311 deg
largest |P| = 0.83205
screening factor at that angle = 0.999581
screening angle 1/(k a) = 0.07639 deg
largest |eta| with screening = 88.078 fm
screening parameter s = 4.4444e-07
spin-dependent cross section = 2.1883 fm^2
spin-dependent cross section = 0.021883 barn
p-wave phase j=3/2, full equation: -2.931877e-03 rad
p-wave phase j=3/2, first order: -2.935455e-03 rad
p-wave phase j=3/2, point charge: -2.935943e-03 rad
p-wave phase j=1/2, full equation: 5.753712e-03 rad
p-wave phase j=1/2, first order: 5.729545e-03 rad
p-wave phase j=1/2, point charge: 5.871887e-03 rad
field-squared s-wave amplitude = -0.002364 fm
its size relative to Z*ell = 0.02013
```
